# Tapering Qubits with Z2 Symmetries and a Hartree-Fock Sector: a program that tests the result

```python
"""Tapering of qubits by diagonal Z2 symmetries, tested on the arsenic atom.

Result under test: let H be a sum of Pauli strings X^x Z^z on n qubits.
The strings Z^t with t.x = 0 (mod 2) for every term commute with H. With k
independent generators tau_i = Z^t_i, each owning a pivot qubit q_i, the
Clifford U = prod_i (X_qi + tau_i)/sqrt(2) turns tau_i into X_qi. Replacing
X_qi by the sign s_i = (-1)^(t_i.n_ref) gives H in the sector of the reference
determinant n_ref on n-k qubits.

An operator is a dict {(x, z): c}, meaning sum c X^x Z^z; bit j is qubit j.
Active orbitals: s, px, py, pz; spin up on qubits 0-3, spin down on 4-7.
Energies are in rydberg (Ry) unless a label says otherwise.
"""
import itertools
import numpy as np
from scipy import constants
from pyscf import gto, scf, ao2mo, fci

CUTOFF = 1e-6  # Ry; smaller Pauli coefficients are rounding noise


def parity(v):
    return bin(v).count("1") & 1


PAR = np.array([parity(v) for v in range(256)])


def mul(A, B):
    C = {}
    for (x1, z1), a in A.items():
        for (x2, z2), b in B.items():
            key = (x1 ^ x2, z1 ^ z2)
            C[key] = C.get(key, 0.0) + (-a * b if parity(z1 & x2) else a * b)
    return C


def add_to(A, B, factor=1.0):
    for key, b in B.items():
        A[key] = A.get(key, 0.0) + factor * b


def clean(A):
    return {key: c for key, c in A.items() if abs(c) > CUTOFF}


def dense(A, n):
    idx = np.arange(2**n)
    M = np.zeros((2**n, 2**n))
    for (x, z), c in A.items():
        M[idx ^ x, idx] += c * (1 - 2 * PAR[idx & z])
    return M


def nullspace(rows, ncol):
    """Kernel over GF(2); returns free columns and one vector for each."""
    rest, pivots = sorted(set(rows)), {}
    for c in range(ncol):
        hit = next((r for r in rest if r >> c & 1), None)
        if hit is None:
            continue
        rest = [r ^ hit if r >> c & 1 else r for r in rest]
        pivots = {d: (p ^ hit if p >> c & 1 else p) for d, p in pivots.items()}
        pivots[c] = hit
    free = [c for c in range(ncol) if c not in pivots]
    vectors = [(1 << f) | sum(1 << c for c, p in pivots.items() if p >> f & 1)
               for f in free]
    return free, vectors


def full_kernel(A, n):
    return nullspace([z | (x << n) for x, z in A], 2 * n)[1]


def diagonal_kernel(A, n):
    return nullspace([x for x, z in A], n)


def rotate(A, pivots, gens):
    for q, t in zip(pivots, gens):
        new = {}
        for (x, z), c in A.items():
            term = {(x, z): c}
            if z >> q & 1:
                term = mul(mul(term, {(0, t): 1.0}), {(1 << q, 0): 1.0})
            add_to(new, term)
        A = new
    return A


def compress(v, kept):
    return sum((v >> q & 1) << i for i, q in enumerate(kept))


def project(A, pivots, signs, n):
    kept = [q for q in range(n) if q not in pivots]
    out = {}
    for (x, z), c in A.items():
        assert not any(z >> q & 1 for q in pivots)
        for q, s in zip(pivots, signs):
            if x >> q & 1:
                c = c * s
        add_to(out, {(compress(x, kept), compress(z, kept)): c})
    return clean(out)


def sector(gens, det):
    return [1 - 2 * parity(t & det) for t in gens]


def count_commuting(M, n):
    """Number of Pauli strings commuting with matrix M, by enumeration."""
    idx = np.arange(2**n)
    diff = idx[:, None] ^ idx[None, :]
    count = 0
    for a in range(2**n):
        flipped = M[np.ix_(idx ^ a, idx ^ a)]
        if np.abs(np.abs(flipped) - np.abs(M)).max() > 1e-5:
            continue
        for b in range(2**n):
            signed = (1 - 2 * PAR[diff & b]) * M
            count += np.abs(flipped - signed).max() < 1e-5
    return count


def ladder(p, dagger):
    low = (1 << p) - 1
    return {(1 << p, low): 0.5,
            (1 << p, low | 1 << p): 0.5 if dagger else -0.5}


def jordan_wigner(h, eri):
    m = len(h)
    E = {}
    for p, q in itertools.product(range(m), repeat=2):
        E[p, q] = {}
        for shift in (0, m):
            add_to(E[p, q], mul(ladder(p + shift, True),
                                ladder(q + shift, False)))
    H = {}
    for p, q in E:
        add_to(H, E[p, q], h[p, q])
        for r, s in E:
            add_to(H, mul(E[p, q], E[r, s]), 0.5 * eri[p, q, r, s])
            if q == r:
                add_to(H, E[p, s], -0.5 * eri[p, q, r, s])
    return H


def fock_matrix(h, eri):
    """Hamiltonian matrix from the action of ladder operators on occupations."""
    m = len(h)
    n = 2 * m
    a = np.zeros((n, 2**n, 2**n))
    for p in range(n):
        for det in range(2**n):
            if det >> p & 1:
                a[p, det ^ (1 << p), det] = (-1) ** parity(det & ((1 << p) - 1))
    pair = {(i, j): a[i] @ a[j] for i in range(n) for j in range(n)}
    H = np.zeros((2**n, 2**n))
    for p, q in itertools.product(range(m), repeat=2):
        for sh in (0, m):
            H += h[p, q] * a[p + sh].T @ a[q + sh]
    for p, r in itertools.product(range(n), repeat=2):
        right = np.zeros_like(H)
        for q, s in itertools.product(range(m), repeat=2):
            v = eri[p % m, q, r % m, s]
            right += v * pair[s + m * (r // m), q + m * (p // m)]
        H += 0.5 * pair[r, p].T @ right
    return H


def label(x, z, n):
    return "".join("IXZY"[(x >> j & 1) + 2 * (z >> j & 1)] for j in range(n))


# ---- arsenic atom: ROHF quartet, frozen core, active 4s and 4p -------------
mol = gto.M(atom="As 0 0 0", basis="def2-svp", spin=3, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
closed = np.where(mf.mo_occ == 2)[0]
closed = closed[np.argsort(mf.mo_energy[closed])]
C_core = mf.mo_coeff[:, closed[:-1]]
C_s = mf.mo_coeff[:, closed[-1]]
C_p = mf.mo_coeff[:, mf.mo_occ == 1]
dipole = np.array([C_s @ r @ C_p for r in mol.intor("int1e_r")])
left, strength, right_t = np.linalg.svd(dipole)
assert strength.min() > 0.1  # the open shell is p-like and linked to s
C_act = np.column_stack([C_s, C_p @ (left @ right_t).T])
dm_core = 2 * C_core @ C_core.T
vj, vk = scf.hf.get_jk(mol, dm_core)
v_core = vj - 0.5 * vk
hcore = mf.get_hcore()
e_core = 2 * np.sum(dm_core * (hcore + 0.5 * v_core))
h = 2 * C_act.T @ (hcore + v_core) @ C_act
eri = 2 * ao2mo.restore(1, ao2mo.kernel(mol, C_act), 4)

n = 8
raw = jordan_wigner(h, eri)
H = clean(raw)
dropped = max([abs(c) for c in raw.values() if abs(c) <= CUTOFF], default=0.0)
smallest = min(abs(c) for c in H.values())
assert dropped < 1e-7 and smallest > 1e-4
H_fock = fock_matrix(h, eri)
assert np.abs(dense(H, n) - H_fock).max() < 1e-5

# ---- symmetries ------------------------------------------------------------
kernel = full_kernel(H, n)
pivots, gens = diagonal_kernel(H, n)
k = len(gens)
kept = [q for q in range(n) if q not in pivots]
assert all((0, 1 << p) in H for p in range(n))
assert len(kernel) == k
n_commuting = count_commuting(H_fock, n)
assert n_commuting == 2**k
up, orbital = 0b00001111, [0b00010001 << j for j in range(4)]
for known in [up] + orbital:  # physical parities lie in the span of gens
    rebuilt = 0
    for q, t in zip(pivots, gens):
        rebuilt ^= t if known >> q & 1 else 0
    assert rebuilt == known

# ---- Clifford as a dense matrix -------------------------------------------
U = np.eye(2**n)
for q, t in zip(pivots, gens):
    U = U @ dense({(1 << q, 0): 1.0, (0, t): 1.0}, n) / np.sqrt(2)
assert np.allclose(U @ U.T, np.eye(2**n))
for q, t in zip(pivots, gens):
    assert np.allclose(U @ dense({(0, t): 1.0}, n) @ U.T,
                       dense({(1 << q, 0): 1.0}, n))
H_rot = rotate(H, pivots, gens)
assert np.abs(U @ H_fock @ U.T - dense(H_rot, n)).max() < 1e-5
assert len(clean(H_rot)) <= len(H)

# ---- Hartree-Fock sector ---------------------------------------------------
hf = 0b00011111
signs = sector(gens, hf)
H3 = project(H_rot, pivots, signs, n)
M3 = dense(H3, n - k)
hf3 = compress(hf, kept)
e_hf = 2 * mf.e_tot - e_core
assert abs(H_fock[hf, hf] - e_hf) < 1e-5
assert abs(M3[hf3, hf3] - e_hf) < 1e-5
dets, phase = [], []
for r in range(2 ** (n - k)):  # rebuild the determinant behind each state
    det = sum((r >> i & 1) << q for i, q in enumerate(kept))
    g = 1
    for q, t, s in zip(pivots, gens, signs):
        if (1 - 2 * parity(t & det & ~(1 << q))) != s:
            det |= 1 << q
        else:
            g *= s
    dets.append(det)
    phase.append(g)
assert all(sector(gens, d) == signs for d in dets)
assert np.abs(M3 - np.outer(phase, phase) * H_fock[np.ix_(dets, dets)]
              ).max() < 1e-5

# ---- all sectors together reproduce the full spectrum ----------------------
number = {(0, 0): n / 2}
number.update({(0, 1 << p): -0.5 for p in range(n)})
N_rot = rotate(number, pivots, gens)


def levels_by_number(sgn):
    M = dense(project(H_rot, pivots, sgn, n), n - k)
    NM = dense(project(N_rot, pivots, sgn, n), n - k)
    assert np.allclose(NM, np.diag(np.diag(NM)))
    N = np.rint(np.diag(NM)).astype(int)
    return {int(v): np.linalg.eigvalsh(M[np.ix_(N == v, N == v)])
            for v in np.unique(N)}


union, lowest5, fock_min = [], [], (np.inf, 0)
for sgn in itertools.product((1, -1), repeat=k):
    lev = levels_by_number(sgn)
    union.extend(np.concatenate(list(lev.values())))
    if 5 in lev:
        lowest5.append(lev[5][0])
    fock_min = min([fock_min] + [(e[0], v) for v, e in lev.items()])
assert np.abs(np.sort(union) - np.linalg.eigvalsh(H_fock)).max() < 1e-5
hf_levels = levels_by_number(signs)
assert abs(hf_levels[5][0] - min(lowest5)) < 1e-5
n_ground_sectors = int(np.sum(np.abs(np.array(lowest5) - min(lowest5)) < 1e-5))

# ---- second pass inside the Hartree-Fock sector ----------------------------
piv2, gen2 = diagonal_kernel(H3, n - k)
assert len(gen2) == 1
sign2 = sector(gen2, hf3)
H2 = project(rotate(H3, piv2, gen2), piv2, sign2, n - k)
N3 = project(N_rot, pivots, signs, n)
N2 = dense(project(rotate(N3, piv2, gen2), piv2, sign2, n - k), 2)
assert np.allclose(N2, 5 * np.eye(4))
final = np.linalg.eigvalsh(dense(H2, 2))
ci = 2 * np.array(fci.direct_spin1.kernel(h / 2, eri / 2, 4, (3, 2),
                                          nroots=6)[0])
assert np.abs(final - ci[[0, 0, 1, 1]]).max() < 1e-5
K_pp = eri[1, 2, 1, 2]
gap = final[2] - final[0]
assert abs(gap - 3 * K_pp) < 1e-5
e_formula = (2 * h[0, 0] + 3 * h[1, 1] + eri[0, 0, 0, 0]
             + 6 * eri[0, 0, 1, 1] - 3 * eri[0, 1, 0, 1]
             + 3 * eri[1, 1, 2, 2] - 3 * K_pp)
assert abs(e_formula - e_hf) < 1e-5

# ---- a poor reference: s and px doubly occupied, py singly -----------------
low_spin = 0b00110111
bad_signs = sector(gens, low_spin)
bad = levels_by_number(bad_signs)[5]
assert bad[0] > final[0] + 0.01
assert np.abs(bad - final[2]).min() < 1e-5

# ---- sp3 hybrids hide the orbital parities ---------------------------------
R = 0.5 * np.array([[1, 1, 1, 1], [1, 1, -1, -1], [1, -1, 1, -1], [1, -1, -1, 1]])
h_hyb = R @ h @ R.T
eri_hyb = np.einsum("ai,bj,ck,dl,ijkl->abcd", R, R, R, R, eri, optimize=True)
H_hyb = clean(jordan_wigner(h_hyb, eri_hyb))
k_hyb = len(full_kernel(H_hyb, n))
assert k_hyb == 2
assert np.abs(np.linalg.eigvalsh(dense(H_hyb, n)) - np.sort(union)).max() < 1e-4

# ---- three-spin Heisenberg ring: kernel elements that anticommute ----------
ring = {}
for pair_bits in (0b011, 0b110, 0b101):
    ring.update({(pair_bits, 0): 1.0, (0, pair_bits): 1.0,
                 (pair_bits, pair_bits): -1.0})
X, Y, Z = (np.array(m) for m in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                                 [[1, 0], [0, -1]]))
I2 = np.eye(2)
ring_matrix = sum(np.kron(np.kron(A, B), C) for P in (X, Y, Z)
                  for A, B, C in ((P, P, I2), (I2, P, P), (P, I2, P))).real
ring_kernel = full_kernel(ring, 3)
v, w = ring_kernel
assert parity((v & 7) & (w >> 3)) ^ parity((v >> 3) & (w & 7)) == 1
assert count_commuting(ring_matrix, 3) == 4
rp, rg = diagonal_kernel(ring, 3)
assert len(rg) == 1
ring_levels = [np.linalg.eigvalsh(dense(project(rotate(ring, rp, rg), rp, [s], 3), 2))
               for s in (1, -1)]
assert np.allclose(ring_levels[0], ring_levels[1])
assert np.allclose(np.sort(np.concatenate(ring_levels)),
                   np.linalg.eigvalsh(ring_matrix))

# ---- report ----------------------------------------------------------------
eV = constants.value("Rydberg constant times hc in eV")
print(f"As ROHF/def2-SVP total energy: {2 * mf.e_tot:.6f} Ry")
print(f"frozen-core energy: {e_core:.6f} Ry")
print(f"h_s, h_p: {h[0, 0]:.6f}, {h[1, 1]:.6f} Ry")
print(f"J_ss, J_sp: {eri[0, 0, 0, 0]:.6f}, {eri[0, 0, 1, 1]:.6f} Ry")
print(f"J_xx, J_xy: {eri[1, 1, 1, 1]:.6f}, {eri[1, 1, 2, 2]:.6f} Ry")
print(f"K_sp, K_xy: {eri[0, 1, 0, 1]:.6f}, {K_pp:.6f} Ry")
print(f"HF determinant, active energy: {e_hf:.6f} Ry")
print(f"Pauli terms, 8 qubits (with identity): {len(H)}")
print(f"coefficient cutoff: {CUTOFF:.0e} Ry")
print(f"smallest kept coefficient: {smallest:.6f} Ry")
print(f"rank of x-part: {n - k}; full kernel dimension: {len(kernel)}")
print(f"commuting Pauli strings by enumeration: {n_commuting}")
print("generators (qubit 0 leftmost), pivot qubit, HF sign:")
for q, t, s in zip(pivots, gens, signs):
    print(f"  {label(0, t, n)}  q={q}  s={s:+d}")
print(f"kept qubits: {kept}")
print(f"HF bits: {format(hf, '08b')[::-1]} -> {format(hf3, '03b')[::-1]}")
print(f"Pauli terms, 3 qubits: {len(H3)}")
print("3-qubit state, determinant, electrons, diagonal energy (Ry):")
for r, d in enumerate(dets):
    print(f"  {format(r, '03b')[::-1]} {format(d, '08b')[::-1]} "
          f"{bin(d).count('1')} {M3[r, r]:.6f}")
for N, e in hf_levels.items():
    print(f"HF sector, N={N}: " + " ".join(f"{x:.6f}" for x in e) + " Ry")
print(f"sectors in all: {2**k}; with 5-electron ground level: {n_ground_sectors}")
print(f"lowest active Fock-space level: {fock_min[0]:.6f} Ry, N={fock_min[1]}")
print(f"second pass: {label(0, gen2[0], 3)}, pivot {piv2[0]}, s={sign2[0]:+d}")
print("2-qubit Hamiltonian (Ry):")
for (x, z), c in sorted(H2.items()):
    print(f"  {label(x, z, 2)} {(c * (-1j) ** bin(x & z).count('1')).real:+.6f}")
print("2-qubit levels: " + " ".join(f"{x:.6f}" for x in final) + " Ry")
print(f"doublet D - quartet S gap: {gap:.6f} Ry = {gap * eV:.4f} eV")
print(f"3 K_xy: {3 * K_pp:.6f} Ry")
print(f"low-spin reference bits: {format(low_spin, '08b')[::-1]}, signs {bad_signs}")
print("its N=5 levels above quartet: "
      + " ".join(f"{x - final[0]:.6f}" for x in bad) + " Ry")
print(f"kernel dimension with sp3 hybrids: {k_hyb}")
print("ring kernel: " + ", ".join(label(u & 7, u >> 3, 3) for u in ring_kernel)
      + f"; tapered qubits: {len(rg)}")
print("ring levels in each sector (coupling units): "
      + " ".join(f"{x:.3f}" for x in ring_levels[0]))
print("every check passed")
```

Running it gives:

```
As ROHF/def2-SVP total energy: -4467.832226 Ry
frozen-core energy: -4455.816485 Ry
h_s, h_p: -4.373260, -3.450886 Ry
J_ss, J_sp: 0.888559, 0.793948 Ry
J_xx, J_xy: 0.786543, 0.695770 Ry
K_sp, K_xy: 0.173321, 0.045386 Ry
HF determinant, active energy: -12.015740 Ry
Pauli terms, 8 qubits (with identity): 61
coefficient cutoff: 1e-06 Ry
smallest kept coefficient: 0.011347 Ry
rank of x-part: 3; full kernel dimension: 5
commuting Pauli strings by enumeration: 32
generators (qubit 0 leftmost), pivot qubit, HF sign:
  ZZZZIIII  q=3  s=+1
  ZIIIZIII  q=4  s=+1
  IZIIIZII  q=5  s=-1
  IIZIIIZI  q=6  s=-1
  ZZZIIIIZ  q=7  s=-1
kept qubits: [0, 1, 2]
HF bits: 11111000 -> 111
Pauli terms, 3 qubits: 11
3-qubit state, determinant, electrons, diagonal energy (Ry):
  000 00000111 3 -8.401506
  100 10011110 5 -11.924967
  010 01010010 3 -8.310734
  110 11001011 5 -11.924967
  001 00110100 3 -8.310734
  101 10101101 5 -11.924967
  011 01100001 3 -8.310734
  111 11111000 5 -12.015740
HF sector, N=3: -8.401506 -8.401506 -8.265347 -8.265347 Ry
HF sector, N=5: -12.015740 -12.015740 -11.879581 -11.879581 Ry
sectors in all: 32; with 5-electron ground level: 2
lowest active Fock-space level: -12.015740 Ry, N=5
second pass: ZII, pivot 0, s=-1
2-qubit Hamiltonian (Ry):
  II -11.947661
  ZI +0.022693
  IZ +0.022693
  ZZ -0.022693
  XI -0.022693
  XZ -0.022693
  IX +0.022693
  ZX +0.022693
  XX +0.022693
  YY +0.022693
2-qubit levels: -12.015740 -12.015740 -11.879581 -11.879581 Ry
doublet D - quartet S gap: 0.136159 Ry = 1.8525 eV
3 K_xy: 0.136159 Ry
low-spin reference bits: 11101100, signs [-1, 1, 1, -1, -1]
its N=5 levels above quartet: 0.136159 0.187697 1.758248 Ry
kernel dimension with sp3 hybrids: 2
ring kernel: XXX, ZZZ; tapered qubits: 1
ring levels in each sector (coupling units): -3.000 -3.000 3.000 3.000
every check passed
```
